\section*{Depletion Width at Planar Contacts on Uniaxial Rutile}

\section*{The system}

A uniaxial n-type semiconductor fills the half-space $s>0$ behind a flat metal contact. Here $s=\mathbf n\cdot\mathbf r$, and the unit normal $\mathbf n$ points into the crystal at an angle $\theta$ to the optic axis, whose unit vector is $\mathbf c$. The static relative permittivity is $\varepsilon_c$ along $\mathbf c$ and $\varepsilon_a$ across it, so that
\begin{equation}
\boldsymbol\varepsilon=\varepsilon_a\mathbf 1+(\varepsilon_c-\varepsilon_a)\,\mathbf c\mathbf c .
\end{equation}
The dielectric is uniform and linear. The ionized donors have uniform net density $N$. The metal is an equipotential, and the contact is so much wider than the depletion layer that its edges may be ignored.

The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, in which Gauss's law reads $\nabla\cdot\mathbf D=4\pi\rho$. The electron energy $v=-\phi$ is measured from the bulk band edge. It vanishes deep in the crystal and equals the band bending $\psi>0$ at the metal.

\section*{Part (a): the relevant permittivity}

\textit{Question.} Find the direction of $\mathbf E$, and reduce Gauss's law to one dimension. Is $\mathbf D$ parallel to $\mathbf n$?

\textit{Answer.} By lateral uniformity $\mathbf E$ depends on $s$ alone. Then $\nabla\times\mathbf E=\mathbf n\times d\mathbf E/ds=0$, so the tangential part of $\mathbf E$ is constant. It vanishes at the equipotential metal and therefore throughout the crystal. Hence $\mathbf E=E(s)\,\mathbf n$.

Let $\mathbf t$ be the tangential unit vector for which $\mathbf c=\cos\theta\,\mathbf n+\sin\theta\,\mathbf t$. Since $\mathbf c\cdot\mathbf n=\cos\theta$,
\begin{align}
\mathbf D&=E\left[\varepsilon_a\mathbf n+(\varepsilon_c-\varepsilon_a)\cos\theta\,\mathbf c\right]\nonumber\\
&=E\left[\varepsilon_{nn}\mathbf n+(\varepsilon_c-\varepsilon_a)\sin\theta\cos\theta\,\mathbf t\right],\\
\varepsilon_{nn}&=\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n
=\varepsilon_a\sin^2\theta+\varepsilon_c\cos^2\theta .
\end{align}
A tilted axis thus gives $\mathbf D$ a tangential part. That part varies only with $s$, so it has no divergence, and
\begin{equation}
\nabla\cdot\mathbf D=\mathbf n\cdot\frac{d\mathbf D}{ds}=\varepsilon_{nn}\frac{dE}{ds}=4\pi\rho .
\end{equation}

\section*{Part (b): the depletion width}

\textit{Question.} Assume full depletion: $\rho=N$ for $0<s<W$ and $\rho=0$ beyond. Find $W$ and the magnitude $F$ of the surface field.

\textit{Answer.} The neutral bulk has no field, and $D_n$ is continuous at $s=W$, so $E(W)=0$. Integration from $s$ to $W$ gives
\begin{equation}
E(s)=-\frac{4\pi N}{\varepsilon_{nn}}(W-s).
\end{equation}
The field points towards the metal, which carries the compensating negative charge. Because $E=-d\phi/ds=dv/ds$ and $v(W)=0$,
\begin{equation}
v(s)=-\int_s^W E(s')\,ds'=\frac{2\pi N}{\varepsilon_{nn}}(W-s)^2 .
\end{equation}
Setting $v(0)=\psi$ yields
\begin{equation}
W=\sqrt{\frac{\varepsilon_{nn}\psi}{2\pi N}},\qquad
F=\frac{4\pi NW}{\varepsilon_{nn}}=\frac{2\psi}{W}.
\end{equation}
The second form of $F$ follows from $2\pi NW^2/\varepsilon_{nn}=\psi$. A larger normal permittivity weakens the field of a given charge, so a thicker charged layer is needed for the same bending.

\section*{Part (c): a tempting alternative}

\textit{Question.} Could $1/(\boldsymbol\varepsilon^{-1})_{nn}$ replace $\varepsilon_{nn}$? Evaluate the difference for $\varepsilon_c=170$, $\varepsilon_a=90$, $\theta=45^\circ$, $N=10^{18}\,\mathrm{cm^{-3}}$ and $\psi=0.80$ eV.

\textit{Answer.} The inverse tensor would give this permittivity if $\mathbf D$ were parallel to $\mathbf n$, since then $E_n=(\boldsymbol\varepsilon^{-1})_{nn}D_n$. At a tilt this would require a tangential $\mathbf E$ varying with $s$, which part (a) excludes. The two quantities are related by
\begin{align}
\varepsilon_{nn}(\boldsymbol\varepsilon^{-1})_{nn}
&=(\varepsilon_a\sin^2\theta+\varepsilon_c\cos^2\theta)
\left(\frac{\sin^2\theta}{\varepsilon_a}+\frac{\cos^2\theta}{\varepsilon_c}\right)\nonumber\\
&=\sin^4\theta+\cos^4\theta+\sin^2\theta\cos^2\theta
\left(\frac{\varepsilon_a}{\varepsilon_c}+\frac{\varepsilon_c}{\varepsilon_a}\right)\nonumber\\
&=1+\frac{(\varepsilon_c-\varepsilon_a)^2}{\varepsilon_a\varepsilon_c}\sin^2\theta\cos^2\theta ,
\end{align}
where the last line uses $\sin^4\theta+\cos^4\theta=1-2\sin^2\theta\cos^2\theta$. They agree when $\mathbf n$ is along or across $\mathbf c$.

At $45^\circ$, $\varepsilon_{nn}=(170+90)/2=130$, whereas the inverse tensor gives $2(170)(90)/260=117.7$. The widths are 107.2 nm and 102.0 nm, so the alternative is 4.9\% too small relative to the correct width. The tangential part of $\mathbf D$ is $40/130=0.31$ of its normal part.

An independent test starts from the field of a point charge. In principal axes its potential obeys $\sum_i\varepsilon_i\partial_i^2\phi=-4\pi\delta(\mathbf r)$. With $r_i=\sqrt{\varepsilon_i}\,r_i'$ this becomes an isotropic problem with source $\delta(\mathbf r')/\sqrt{\det\boldsymbol\varepsilon}$, so
\begin{equation}
\phi(\mathbf r)=\frac{1}{\sqrt{\det\boldsymbol\varepsilon}\,
\sqrt{\mathbf r\cdot\boldsymbol\varepsilon^{-1}\cdot\mathbf r}} .
\end{equation}
Numerical summation of these fields over a sheet of charge density $\sigma$, for the permittivities above and tilts of $0^\circ$, $35^\circ$, $45^\circ$ and $90^\circ$, gave a normal field $2\pi\sigma/\varepsilon_{nn}$ and no tangential field, to within one part in $10^6$ of the normal field.

\section*{Part (d): two rutile contacts}

\textit{Question.} Contact A has its plane normal to $\mathbf c$. Contact B has its plane parallel to $\mathbf c$. Compare them at the same $N$ and $\psi$ as in part (c), taking 170 and 90 as rough room-temperature permittivities of rutile.

\textit{Answer.} It is the normal that matters. For A, $\mathbf n\parallel\mathbf c$ and $\varepsilon_{nn}=\varepsilon_c$; for B, $\mathbf n\perp\mathbf c$ and $\varepsilon_{nn}=\varepsilon_a$. At fixed $N$ and $\psi$,
\begin{equation}
\frac{W_A}{W_B}=\sqrt{\frac{\varepsilon_c}{\varepsilon_a}}=\sqrt{\frac{170}{90}}=1.37 .
\end{equation}
In SI form $1/(2\pi)$ becomes $2\varepsilon_0/e^2$. With $\psi/e=0.80$ V,
\begin{align}
W_A&=\sqrt{\frac{2(8.854\times10^{-12})(170)(0.80)}{(1.602\times10^{-19})(10^{24})}}\ \mathrm m
=122.6\ \mathrm{nm}=1226\ \text{\AA},\\
W_B&=W_A/1.3744=89.2\ \mathrm{nm}=892\ \text{\AA}.
\end{align}
The extra digits serve comparisons within the model; the rough permittivities do not justify them as predictions.

The surface fields $2\psi/(eW)$ are 0.131 MV/cm for A and 0.179 MV/cm for B. The depleted charges $eNW$ are 1.96 and 1.43 $\mu$C/cm$^2$. Contact A therefore has more charge but a weaker field. Equal widths at equal bending would require $N_A/N_B=\varepsilon_c/\varepsilon_a=1.89$.

\section*{Part (e): thermal electrons and capacitance}

\textit{Question.} Replace the sharp depletion edge by nondegenerate electrons at temperature $T$, with all donors still ionized. Does the width ratio survive? Find the capacitance per area.

\textit{Answer.} The electron density is $Ne^{-v/kT}$, so
\begin{equation}
\frac{d^2v}{ds^2}=\frac{4\pi N}{\varepsilon_{nn}}\left(1-e^{-v/kT}\right).
\end{equation}
The substitution $s=\sqrt{\varepsilon_{nn}}\,x$ removes the permittivity, while the boundary values $\psi$ and zero are unchanged. The whole profile therefore stretches as $\sqrt{\varepsilon_{nn}}$, and the ratio survives. The argument needs uniform doping: a fixed profile $N(s)$ would not stretch with the potential.

Multiply by $dv/ds$ and integrate from the bulk, where $v=dv/ds=0$:
\begin{equation}
F^2=\frac{8\pi N}{\varepsilon_{nn}}g,\qquad
g=\psi-kT\left(1-e^{-\psi/kT}\right).
\end{equation}
Define $W_Q$ as the depleted charge per area divided by $N$. Gauss's law gives $NW_Q=\varepsilon_{nn}F/4\pi$, hence
\begin{equation}
W_Q=\sqrt{\frac{\varepsilon_{nn}g}{2\pi N}} .
\end{equation}
Differentiating $W_Q^2$, with $dg/d\psi=1-e^{-\psi/kT}$, gives
\begin{equation}
C=N\frac{dW_Q}{d\psi}=\frac{\varepsilon_{nn}}{4\pi W_Q}\left(1-e^{-\psi/kT}\right).
\end{equation}
At 300 K, $\psi/kT=0.80/0.02585=31$, so the exponential is negligible. The widths become 120.6 nm and 87.8 nm, each shorter by about $kT/2\psi=1.6\%$. Direct numerical solution of the differential equation for both contacts gave a ratio of 1.3744, as the scaling requires. The capacitances are 1.25 and 0.91 $\mu$F/cm$^2$.

Without the exponential, $1/C^2=8\pi(\psi-kT)/(\varepsilon_{nn}N)$. Its slope against $\psi$ fixes the product $\varepsilon_{nn}N$. Analysing contact B with $\varepsilon_c$ would therefore return $90/170=0.53$ of the true donor density.

\section*{Part (f): what the model leaves out}

\textit{Question.} Estimate the tunnelling, image-force and dielectric corrections, and judge how the comparison applies to real contacts.

\textit{Answer.} \textit{Tunnelling.} For mass $m_n$ along the normal, the WKB exponent at the bulk band-edge energy is
\begin{equation}
2\int_0^W\!\sqrt{2m_nv}\,ds=W\sqrt{2m_n\psi}=\frac{\psi}{E_{00}},\qquad
E_{00}=\sqrt{\frac{\pi N}{m_n\varepsilon_{nn}}} .
\end{equation}
Rough band masses of 0.6 along $\mathbf c$ and 1.2 across it, with electron-lattice coupling left out, give exponents of 435 for A and 448 for B. They are close because $m_n\varepsilon_{nn}$ is 102 and 108.

Thermally excited electrons meet a thinner barrier. At a small depth $\delta$ below the top, where the barrier is nearly linear, the flux varies as $\exp[\delta/kT-4\sqrt{2m_n}\,\delta^{3/2}/(3F)]$. Its maximum is at $\delta=F^2/[8m_n(kT)^2]=\psi(E_{00}/kT)^2$, about 0.004 eV for both contacts. The WKB exponent there is $\tfrac23\,\delta/kT\approx0.1$ and the barrier is only 0.2--0.3 nm thick, so neither WKB nor the continuum barrier is quantitative. The depth is also smaller than the image lowering found below, which rounds this part of the barrier away. The estimate shows only that the flow is concentrated near the barrier top; it does not show that the share passing below the top is small.

\textit{Image force.} For A and B the normal is a principal axis, so an opposite charge at the mirror point makes the metal plane an equipotential. By the point-charge potential, an electron at depth $d$ has image energy $-1/(4\kappa d)$, where $\kappa$ is the geometric mean of the two tangential permittivities. The maximum of $-Fd-1/(4\kappa d)$ lies at $d=1/(2\sqrt{\kappa F})$, and the barrier falls by $\sqrt{F/\kappa}$. In full depletion $F=\sqrt{8\pi N\psi/\varepsilon_{nn}}$, so
\begin{equation}
\frac{F_A}{\kappa_A}=\frac{\sqrt{8\pi N\psi}}{\sqrt{\varepsilon_c}\,\varepsilon_a}
=\frac{\sqrt{8\pi N\psi}}{\sqrt{\varepsilon_a}\sqrt{\varepsilon_a\varepsilon_c}}
=\frac{F_B}{\kappa_B}.
\end{equation}
The static lowering is thus the same, 14.4 meV. Its maximum lies only 0.55 nm from the metal for A and 0.40 nm for B, where a continuum permittivity is doubtful. A rough isotropic optical permittivity of 7 gives 52 meV for A and 61 meV for B. These shifts affect emission over the barrier, not $W$ at prescribed $\psi$.

\textit{Dielectric response.} In SI units, let $E=D/(\varepsilon_{nn}\varepsilon_0)+\beta D^3$. With $D=eN(W'-s)$ in magnitude, integration gives
\begin{equation}
\frac{\psi}{e}=\frac{eNW'^2}{2\varepsilon_{nn}\varepsilon_0}
\left[1+\frac{\beta\varepsilon_{nn}\varepsilon_0(eNW')^2}{2}\right].
\end{equation}
To first order $W'$ is shorter than $W$ by the fraction $\beta\varepsilon_{nn}\varepsilon_0(eNW)^2/4$. An assumed titanate scale $\beta=10^{10}\ \mathrm{V\,m^5/C^3}$ gives 0.14\% for A and 0.04\% for B. Warming matters more: if both permittivities fall by a rough 0.1\% per kelvin, the thermal widths at 400 K are 113.8 nm and 82.8 nm, about 6\% below their 300 K values at fixed $N$ and $\psi$. A common slope leaves the width ratio unchanged by construction, and the two axes need not share one: slopes of 0.12\% per kelvin along $\mathbf c$ and 0.06\% across it, for example, would lower the ratio from 1.37 to 1.33 at 400 K.

\textit{Real contacts.} The permittivities are rough values for rutile; the doping and bending are chosen, and both depend on preparation. The fields are 0.13 and 0.18 of a rough 1 MV/cm breakdown scale. The mean donor spacing is 10 nm, so each layer spans only about ten spacings and $W$ is a lateral average. The comparison also assumes that two different faces share the same $N$ and $\psi$, which real contacts need not do. Since $W\propto\sqrt{\psi/N}$, doubling the donor density throughout one layer shortens it by 29\%, comparable with the anisotropy itself. A measured width ratio tests the ratio of the normal permittivities only if the ratio of $\psi/N$ between the faces is known without assuming those permittivities.

\section*{Computed values}
\begin{verbatim}
Permittivity along c, across c: 170, 90
Ionized donors: 1.0e+18 cm^-3
Band bending: 0.80 eV
Temperature: 300 K; kT: 0.02585 eV
A: depletion width 122.60 nm = 1226.0 angstrom
A: surface field 0.1305 MV/cm
A: depleted charge 1.964 uC/cm2
A: thermal charge width 120.61 nm
A: capacitance 1.248 uF/cm2
A: tunnelling energy E00 1.838 meV
A: WKB exponent at band edge 435.2
A: static image lowering 14.4 meV
A: optical image lowering 51.8 meV
A: nonlinear width reduction 0.144 percent
A: charge width at 400 K 113.78 nm
A: field / breakdown scale 0.131
B: depletion width 89.21 nm = 892.1 angstrom
B: surface field 0.1794 MV/cm
B: depleted charge 1.429 uC/cm2
B: thermal charge width 87.75 nm
B: capacitance 0.908 uF/cm2
B: tunnelling energy E00 1.787 meV
B: WKB exponent at band edge 447.8
B: static image lowering 14.4 meV
B: optical image lowering 60.7 meV
B: nonlinear width reduction 0.041 percent
B: charge width at 400 K 82.79 nm
B: field / breakdown scale 0.179
Width ratio A/B: 1.3744
Numerical thermal width ratio A/B: 1.3744
45 degree normal permittivity: 130.00
45 degree inverse-tensor value: 117.69
45 degree correct width: 107.21 nm
45 degree inverse-tensor width: 102.01 nm
45 degree tangential/normal D: 0.3077
Rough masses along c, across c: 0.6, 1.2 m_e
Rough optical permittivity: 7
Assumed nonlinear coefficient: 1.0e+10 V m^5/C^3
Rough permittivity slope: -0.10 percent/K
Rough breakdown scale: 1.0 MV/cm
Donor density / band density: 0.0429
Electron pressure / (density kT): 1.00757
Mean donor spacing: 10.00 nm
\end{verbatim}
